\section*{s-Wave Photodetachment in a Magnetic Field: Landau Thresholds and Their Regularization}

\section{A point source and one Landau level}

Let a negative ion at rest release an electron of mass $m$ and charge $-e$ from a region so small that it acts as a point source. There is a uniform magnetic field $B$ along $z$, and for the moment the electron does not interact with the neutral core it leaves. The golden rule then makes the cross section proportional to the density of final states at the source,
\begin{equation}
\rho(E)=\sum_f|\psi_f(0)|^2\,\delta(E-E_f),
\label{ldos}
\end{equation}
where $E$ is measured from the zero-field threshold.

Without the field, the final states are plane waves and
\begin{equation}
\rho_{\rm free}=\int\!\frac{4\pi k'^2dk'}{(2\pi)^3}\,
\delta\!\left(E-\frac{\hbar^2k'^2}{2m}\right)
=\frac{m}{2\pi^2\hbar^2}\,k ,\qquad k=\frac{\sqrt{2mE}}{\hbar}.
\label{free}
\end{equation}
This is Wigner's law for an s wave, $\sigma\propto\sqrt E$.

With the field, define $\omega_c=eB/m$ and $l=\sqrt{\hbar/(eB)}$. Suppose that only the lowest Landau level, of energy $\hbar\omega_c/2$, is open. Its axially symmetric state has density $1/(2\pi l^2)$ on the axis, and the motion along $z$ is free. The two directions $\pm k_0$ contribute equally, so that
\begin{equation}
\rho=\frac{1}{2\pi l^2}\int\!\frac{dk'}{2\pi}\,
\delta\!\left(E-\tfrac12\hbar\omega_c-\frac{\hbar^2k'^2}{2m}\right)
=\frac{m}{2\pi^2\hbar^2}\,\frac{1}{l^2k_0}.
\label{lowest}
\end{equation}
The field has replaced $k$ by $1/(l^2k_0)$. It confines the electron sideways, and a slow electron in one dimension has a large density of states. The signal therefore diverges as $(E-\hbar\omega_c/2)^{-1/2}$ at the lowest Landau level, whereas Wigner's law without the field rises from zero at $E=0$. Two effects left out here, the force of the core and the motion of the ion, make the peak finite.

\section{All Landau levels}

The states with angular momentum zero about $z$ are
\begin{equation}
\varphi_n(\rho)=\frac{e^{-\rho^2/4l^2}}{\sqrt{2\pi}\,l}\,
L_n\!\left(\frac{\rho^2}{2l^2}\right),\qquad
E_n=(n+\tfrac12)\hbar\omega_c ,
\label{landau}
\end{equation}
with $\rho$ now the distance from the axis. Since $L_n(0)=1$, each has $|\varphi_n(0)|^2=1/(2\pi l^2)$. States of other angular momentum vanish on the axis. Each open level thus repeats (\ref{lowest}) with its own wave number $k_n=\sqrt{2m(E-E_n)}/\hbar$.

To include the core we also need the wave in closed channels, where $k_n=i\kappa_n$ with $\kappa_n>0$. The outgoing Green function of $(\hbar^2/2m)(k_n^2+\partial_z^2)$ has a slope jump $2m/\hbar^2$ at the source, which gives $-(im/\hbar^2k_n)e^{ik_n|z|}$. On the axis, the three-dimensional Green function is
\begin{equation}
G(z)=-\frac{m}{2\pi\hbar^2}\sum_{n=0}^\infty
\frac{i}{l^2k_n}\,e^{ik_n|z|}.
\label{green}
\end{equation}
High levels produce the usual point singularity. From $\kappa_n^2l^2/2=n+\frac12-\varepsilon$, with $\varepsilon=E/\hbar\omega_c$, neighbouring levels satisfy $\kappa\,d\kappa=dn/l^2$. The sum over $n\ge N$, replaced by an integral from the lower cell edge $\kappa_N'=\sqrt{2(N-\varepsilon)}/l$, becomes
\begin{equation}
\int_{\kappa_N'}^\infty e^{-\kappa|z|}d\kappa
=\frac{e^{-\kappa_N'|z|}}{|z|}=\frac1{|z|}-\kappa_N'+O(z).
\end{equation}
The error of this midpoint rule vanishes as $N\to\infty$. Near the source, therefore,
\begin{align}
G&\to-\frac{m}{2\pi\hbar^2}\left(\frac1r+Q\right),
\label{near}\\
Q&=\lim_{N\to\infty}\left[\sum_{n<N}\frac{i}{l^2k_n}
-\frac{\sqrt{2(N-\varepsilon)}}{l}\right]
=\frac{1}{\sqrt2\,l}\,\zeta\!\left(\tfrac12,\tfrac12-\varepsilon\right).
\label{Q}
\end{align}
The last form is the Hurwitz zeta function, on the branch where an open level contributes $+i$ times a positive number. The form (\ref{near}) holds in every direction: for zero angular momentum the field adds a potential proportional to $\rho^2$, too weak near the origin to change the singularity or make the constant depend on direction. For open channels
\begin{equation}
\operatorname{Im}Q=\sum_{E_n<E}\frac1{l^2k_n},
\label{ImQ}
\end{equation}
as the density of states requires. In free space $e^{ikr}/r=1/r+ik+\dots$, so $Q=ik$.

\section{The interaction with the core}

Let the core be heavy and exert a short-range force on the s wave. Outside its range, at negligible energy, the regular radial function is $u_{\rm reg}=r-a$, which defines the scattering length $a$. We require the range and $|a|$ to be much smaller than $l$, and follow one Zeeman transition. The light produces a source $D$, the dipole operator acting on the bound orbital, and the released wave obeys $(E-H)\Psi=D$. With $\Psi=u/r$, and with $E$ and the magnetic field neglected inside the core,
\begin{equation}
u''-\frac{2m}{\hbar^2}V(r)\,u=\frac{2m}{\hbar^2}\,rD(r).
\label{driven}
\end{equation}

The outer solution must join the outgoing wave (\ref{near}), so $u_{\rm out}=1+Qr$. The radial Green function is $u_{\rm reg}(r_<)u_{\rm out}(r_>)/W$, where $W$ must equal the slope jump of the numerator:
\begin{equation}
W=u_{\rm reg}u_{\rm out}'-u_{\rm reg}'u_{\rm out}
=(r-a)Q-(1+Qr)=-(1+aQ).
\label{wronskian}
\end{equation}
Outside the source,
\begin{equation}
\Psi=C\left(\frac1r+Q\right),\qquad
C=-\frac{2m}{\hbar^2}\,\frac{\mathcal M}{1+aQ},\qquad
\mathcal M=\int u_{\rm reg}\,rD\,dr .
\label{amplitude}
\end{equation}
The integral $\mathcal M$ involves the core region alone and is constant over the small energy range considered. The electron current through a small sphere is
\begin{equation}
4\pi r^2\frac{\hbar}{m}|C|^2\operatorname{Im}
\left[\left(\frac1r+Q^*\right)\left(-\frac1{r^2}\right)\right]
=\frac{4\pi\hbar}{m}|C|^2\operatorname{Im}Q .
\end{equation}
With a slowly varying photon-energy factor absorbed in the constant,
\begin{equation}
\sigma(E)\propto\mathcal F(E)=
\frac{\operatorname{Im}Q}{|1+aQ|^2}.
\label{master}
\end{equation}

At zero field this is $k/(1+a^2k^2)$, so the interaction leaves Wigner's law intact for $k|a|\ll1$. In the field, (\ref{master}) was tested against a separable potential of small but finite range, solved by summing over Landau channels. For $a=\pm0.2\,l$ and five energies around the threshold $n=1$, the largest relative difference was $0.9\%$.

\section{The threshold at close range}

Put $\delta=(E-E_n)/\hbar\omega_c$ and separate the resonant channel from the others. Just above threshold,
\begin{equation}
Q=R+i(I+X),\qquad X=\frac{1}{l\sqrt{2\delta}},
\label{split}
\end{equation}
where $R$ and $I$ are real and nearly constant. For low $n$ they are of order $1/l$, except that $I=0$ at $n=0$. Then
\begin{equation}
\mathcal F=\frac{Y}{(1+aR)^2+a^2Y^2},\qquad Y=I+X .
\label{above}
\end{equation}
Setting $d\mathcal F/dY=0$ gives $|a|Y=|1+aR|$ and a maximum $1/(2|a||1+aR|)$. Because $|a|\ll l$, we may drop $aR$ and $aI$ to leading order, and the maximum lies at
\begin{equation}
\delta_a\simeq\frac{a^2}{2l^2},\qquad
\mathcal F_{\max}\simeq\frac1{2|a|}.
\label{peak}
\end{equation}
Still closer to threshold $X$ dominates, and
\begin{equation}
\mathcal F\to\frac1{a^2X}=\frac{l\sqrt{2\delta}}{a^2}\to0 .
\label{edge}
\end{equation}
The inverse square root is thus an intermediate law, valid for $\delta_a\ll\delta\ll1$. At the threshold itself, a core with $a\neq0$ suppresses the signal: $Q$ grows without limit, and the factor $1/|1+aQ|^2$ in (\ref{master}) falls faster than the density of states $\operatorname{Im}Q$ rises.

Below threshold, with $\delta'=-\delta>0$, the resonant term turns real:
\begin{equation}
\mathcal F=\frac{I}{(1+aR+aZ)^2+a^2I^2},\qquad
Z=\frac{1}{l\sqrt{2\delta'}} .
\label{below}
\end{equation}
If $a<0$, the first bracket vanishes near $Z=1/|a|$, that is, at $\delta'\simeq\delta_a$. The electron is weakly bound to the core by the combined action of field and short-range force, and it escapes through the lower Landau channels. The half width at half maximum in $Z$ is $I$. From $\delta'=1/(2l^2Z^2)$ we have $|d\delta'/dZ|=1/(l^2Z^3)\simeq|a|^3/l^2$. The resonance therefore has
\begin{equation}
\text{height }\frac1{a^2I},\qquad
\text{half width }\frac{|a|^3I}{l^2},\qquad
\text{area }\pi\,\frac1{a^2I}\,\frac{|a|^3I}{l^2}=\frac{\pi|a|}{l^2},
\label{resonance}
\end{equation}
the width and area being taken in the variable $\varepsilon$. This applies for $n\ge1$. At $n=0$ no lower channel is open, $I=0$, and the state is truly bound in this model.

\section{Many open levels: the return of Wigner's law}

Equation (\ref{ImQ}) does not look like $\sqrt E$, but the free result is contained in it. For $a=0$ and many open levels we apply Poisson summation to $f(x)=(\varepsilon-x)^{-1/2}$ at $x=n+\frac12$:
\begin{equation}
\sqrt2\,l\operatorname{Im}Q=\sum_{j=-\infty}^{\infty}(-1)^j
\int_0^\varepsilon\frac{e^{2\pi ijx}}{\sqrt{\varepsilon-x}}\,dx .
\end{equation}
The term $j=0$ is $2\sqrt\varepsilon$. For $j>0$ set $x=\varepsilon-y$ and extend the $y$ integral to infinity:
\begin{equation}
e^{2\pi ij\varepsilon}\int_0^\infty\frac{e^{-2\pi ijy}}{\sqrt y}\,dy
=\frac{e^{i(2\pi j\varepsilon-\pi/4)}}{\sqrt{2j}} .
\end{equation}
To leading order the extension adds a spurious $1/(2\pi ij\sqrt\varepsilon)$, which cancels against the term $-j$. Adding each pair gives
\begin{equation}
\operatorname{Im}Q\simeq\frac{\sqrt{2\varepsilon}}{l}
+\frac1{\sqrt2\,l}\sum_{j\ge1}(-1)^j\sqrt{\frac2j}\,
\cos\!\left(2\pi j\varepsilon-\frac\pi4\right).
\label{orbits}
\end{equation}
The first term is $\sqrt{2mE}/\hbar=k$, Wigner's law. The phase of term $j$ changes with energy at the rate $2\pi j/(\hbar\omega_c)$, which corresponds to a delay of $j$ cyclotron periods. This is the time after which an electron emitted perpendicular to the field comes back to the core. The threshold singularities are the coherent sum of these closed orbits. An energy resolution with Lorentzian half width $\eta\hbar\omega_c$ replaces $\varepsilon$ by $\varepsilon+i\eta$ and damps term $j$ by $e^{-2\pi j\eta}$. When the resolution is coarser than the Landau spacing but still much finer than $E$, the smooth square root remains.

\section{Motion of the ion}

\subsection{One transverse velocity}

An ion crossing the field lines at speed $v$ sees in its rest frame an electric field $F=vB$. Choose $x$ so that the electron's potential energy is $eFx$. The core moves uniformly after detachment; we neglect its recoil and the curvature of the ion's path during the short times that matter. In the gauge $\mathbf A=(0,Bx,0)$ the transverse Hamiltonian at fixed $k_y$ is
\begin{equation}
H_\perp=\frac{p_x^2}{2m}+\frac{m\omega_c^2}{2}(x+k_yl^2)^2+eFx .
\end{equation}
Completing the square moves the centre of the oscillator to $x_0=-k_yl^2-eF/(m\omega_c^2)$ and gives
\begin{equation}
E_{n,x_0}=E_n+eFx_0+\tfrac12mv^2 ,
\label{crossed}
\end{equation}
since $F/B=v$. With $dk_y=dx_0/l^2$, the states of level $n$ have density at the core $(2\pi l^2)^{-1}|h_n(x_0)|^2dx_0$, where $h_n$ is the normalized oscillator function. One sharp threshold becomes a distribution of thresholds, because the potential energy $eFx_0$ at the centre differs from orbit to orbit, although every electron starts at the core.

It is convenient to follow this distribution in time. Apart from the phases of $E_n$ and $\frac12mv^2$, the return amplitude acquires the mean of $e^{-ieFx_0t/\hbar}$. With $\xi=x_0/l$ and $eFl/\hbar=v/l$, this is the mean of $e^{-iq\xi}$ for $q=vt/l$. Write $\xi=(c+c^\dagger)/\sqrt2$ with oscillator ladder operators and order the exponential:
\begin{equation}
\langle n|e^{-iq\xi}|n\rangle
=e^{-q^2/4}\sum_{j=0}^n\binom nj\frac{(-q^2/2)^j}{j!}
=e^{-q^2/4}L_n\!\left(\frac{q^2}{2}\right).
\label{laguerre}
\end{equation}
A finite-difference diagonalization in crossed fields tests (\ref{crossed}) and (\ref{laguerre}) together for $n=1$; the relative error is below $10^{-3}$.

\subsection{Thermal ions}

Let $s=\sqrt{k_BT/M}$ be the thermal speed per axis for ions of mass $M$. The transverse speed has the distribution $(v/s^2)e^{-v^2/2s^2}dv$, which is $e^{-w}dw$ for $w=v^2/2s^2$. With $\beta=s/(\sqrt2\,l)$ and $y=\beta^2t^2$ we have $q^2=4wy$. Dropping the small drift energy $\frac12mv^2$, the average of (\ref{laguerre}) is
\begin{align}
\chi_n(t)&=\int_0^\infty e^{-w(1+y)}L_n(2yw)\,dw
=\sum_{j=0}^n\binom nj\frac{(-2y)^j}{(1+y)^{j+1}}\nonumber\\
&=\frac{(1-\beta^2t^2)^n}{(1+\beta^2t^2)^{n+1}} .
\label{chi}
\end{align}
Its expansion $1-(2n+1)\beta^2t^2+\dots$ shows that the energy variance is $2(2n+1)(\hbar\beta)^2$. Higher levels are broadened more because their orbits are larger. For $n=0$ the factor $1/(1+\beta^2t^2)$ belongs to the two-sided exponential $e^{-|\Delta E|/\hbar\beta}/(2\hbar\beta)$.

For a laser along $B$, the first-order Doppler shift depends on $v_z$ alone. It is independent of the transverse motion and has standard deviation $\hbar\omega_Ls/c$, with $\omega_L$ the laser frequency. Measure energies in $\hbar\omega_c$ and times in $1/\omega_c$, and write $b=\beta/\omega_c$ and $d=\omega_Ls/(c\,\omega_c)$. The Doppler shift then multiplies $\chi_n$ by $e^{-d^2t^2/2}$.

To average the threshold singularity, use
\begin{equation}
\operatorname{Re}\left[\frac{e^{-i\pi/4}}{\sqrt\pi}
\int_0^\infty\frac{e^{i\delta t}}{\sqrt t}\,dt\right]
=\begin{cases}\delta^{-1/2},&\delta>0,\\0,&\delta<0.\end{cases}
\end{equation}
A random shift of $\delta$ inserts its characteristic function. With $t=u^2$, the broadened form of $\delta^{-1/2}$ is
\begin{equation}
S_n(\delta)=\operatorname{Re}\left[\frac{2e^{-i\pi/4}}{\sqrt\pi}
\int_0^\infty du\,e^{i\delta u^2}\chi_n(u^2)\,e^{-d^2u^4/2}\right].
\label{broad}
\end{equation}
The integral converges absolutely, so every peak is finite. For $a=0$ the spectrum is $\mathcal F=\sum_nS_n(\varepsilon-n-\frac12)/(\sqrt2\,l)$. Direct integration over position, speed and Doppler shift confirms (\ref{broad}) for $n=1$.

The lowest level without Doppler shift can be done by hand. For $\delta\le0$,
\begin{equation}
S_0(\delta)=\int_0^\infty\frac{dx}{\sqrt x}\,
\frac{e^{-(x-\delta)/b}}{2b}
=\frac12\sqrt{\frac{\pi}{b}}\;e^{\delta/b}.
\label{tail}
\end{equation}
The divergence has become a height proportional to $b^{-1/2}$, with an exponential tail below threshold.

\section{Worked example}

Take $B=1$ T, ions of mass 32 u at 300 K, photons of 2 eV and $|a|=5$ Bohr radii. Then $l=25.66$ nm, $|a|/l=0.0103$, and the Landau spacing is $0.116$ meV, or 28.0 GHz as a frequency.

For a fixed, infinitely heavy core, (\ref{peak}) puts the interaction scale at $\frac12(0.01031)^2\times27.99\ \text{GHz}=1.49$ MHz. The full formula (\ref{master}) at $n=1$ with $a>0$ has its maximum at 1.54 MHz, with height $49.0/l$ against the estimate $48.5/l$. For $a<0$ the resonance lies 1.46 MHz below threshold, with an estimated half width of 22 kHz and an actual one of 21 kHz. Its area is $0.0314/l$ (the printed 0.03146 corrects the wings with the estimated width), against $\pi|a|/l^2=0.0324/l$. The difference comes mainly from the neglected $aR$: (\ref{below}) places the resonance at $\delta_a/(1+aR)^2$, so the ratio $1.489/1.457$ gives $1+aR\simeq1.011$. The area and the width carry the factor $(1+aR)^{-3}\simeq0.97$, as observed. These numbers do not describe a real ion of 32 u, however cold. For an ion in its lowest cyclotron state the neutral core takes up a transverse recoil energy $x\,\hbar eB/M$, distributed as $x^ne^{-x}/n!$ at level $n$. The unit $eB/2\pi M=0.48$ MHz is a third of the interaction scale. Averaging the resonant term of $Q$ over this recoil moves the maximum for $a>0$ to about 3 MHz and the resonance for $a<0$ to about 0.9 MHz below threshold.

Now let the ions move. With $s=279$ m/s,
\begin{equation}
\frac{\beta}{2\pi}=\frac{279.2\ \text{m/s}}
{2\pi\sqrt2\times25.66\ \text{nm}}=1.22\ \text{GHz}.
\end{equation}
The motional standard deviation is $\sqrt2\times1.22=1.73$ GHz for $n=0$ and rises to 4.58 GHz for $n=3$. The Doppler value is 0.45 GHz. The neglected drift energy averages 0.11 GHz, and the ion's cyclotron frequency is 0.48 MHz; both are small against the motional width.

Motion thus acts on a scale about a thousand times larger than the interaction. At the rms transverse speed $\sqrt2\,s$, the resonant $n=0$ part of $|aQ|$ reaches at most 0.036 near threshold. Setting $a=0$ then changes the local signal by at most about $2\times0.036=7\%$ through this term. Much slower ions would feel the core strongly, but they are rare in the thermal distribution. The broadened signal, in units of $1/l$, is as follows.

\begin{center}
\begin{tabular}{ccccc}
$n$ & peak at $\varepsilon$ & signal/Wigner & trough at $\varepsilon$ & signal/Wigner\\
0 & 0.525 & 3.17/1.02 & 1.21 & 0.87/1.56\\
1 & 1.585 & 2.97/1.78 & 2.18 & 1.47/2.09\\
2 & 2.620 & 3.08/2.29 & 3.15 & 1.96/2.51\\
3 & 3.585 & 3.35/2.68 & 4.13 & 2.39/2.87
\end{tabular}
\end{center}

Equation (\ref{tail}) gives $\frac12\sqrt{\pi/0.0438}/\sqrt2=3.0$ at the first threshold, close to the computed maximum 3.17 slightly above it. Relative to Wigner's law, the peaks fall from 3.1 to 1.25 and the troughs rise from 0.56 to 0.83: the relative modulation fades, because the smooth term in (\ref{orbits}) grows with energy while the higher levels are also broadened more. The peak offsets from threshold do not increase steadily with $n$. For $n\ge1$ each peak is split and the table lists the higher maximum; at $n=2$ the other, near $\varepsilon=2.52$, is only one per cent lower. The positions are good to about 0.01. Restoring the drift energy lowers the peak heights by up to 0.03, and keeping $a=\pm5$ Bohr radii changes the first peak by about $\mp0.05$.

The two regularizations depend differently on the field. Relative to the Landau spacing, the interaction scale $a^2/2l^2$ grows as $B$, the motional width $b$ falls as $B^{-1/2}$, and the Doppler width $d$ falls as $B^{-1}$. A stronger field or colder ions therefore sharpen the peaks relative to this spacing, although in absolute frequency the motional width grows as $\sqrt B$. To resolve the fall to zero in (\ref{edge}), the motional and Doppler widths and the laser linewidth must all lie well below the interaction scale, here about 1.5 MHz. The recoil of the core sets a floor that cooling cannot remove: its spread is $\sqrt{n+1}\,\hbar eB/M$, or 0.68 MHz at $n=1$, so $Q$ stays finite and for 32 u at 1 T the zero is filled in to a finite minimum. Approaching it needs $a^2/2l^2\gg\sqrt{n+1}\,m/M$, that is, a stronger field, a heavier ion or a larger $|a|$. Coarser resolution hides this zero but not necessarily the core: the signal missing just above threshold and, for $a<0$, the resonance just below it still change the average. The numerical output below gives the remaining digits and the errors of the tests.

\section*{Computed results}
\begin{verbatim}
field 1.0 T, ion mass 32 u, temperature 300 K
photon energy 2.0 eV, |a| = 5.0 Bohr radii
magnetic length 25.66 nm, |a|/l = 0.01031
cyclotron frequency 27.992 GHz
Landau spacing 0.1158 meV
thermal speed per axis 279.2 m/s
motional width b/h 1.225 GHz, b/spacing 0.0438
Doppler std dev 0.450 GHz, d/spacing 0.0161
motional std dev, level 0: 1.73 GHz
motional std dev, level 1: 3.00 GHz
motional std dev, level 2: 3.87 GHz
motional std dev, level 3: 4.58 GHz
neglected mean drift energy/h 107.2 MHz
ion cyclotron frequency 479.9 kHz
ion at rest, threshold n=1, signal in units 1/l:
 a>0 peak offset 1.544 MHz, height 49.00
 estimates: offset 1.489 MHz, height 48.48
 a<0 resonance 1.457 MHz below threshold
 its half width 21.71 kHz, height 13296
 its area 0.03146, estimate pi|a|/l 0.03240 (energy/spacing)
 bare root-peak area over one spacing 1.4142
largest |aQ| at rms transverse speed, n=0 channel: 0.0357
moving ions, a=0, signal in units 1/l (Wigner = sqrt(2e)):
 n=0 peak e=0.525 signal 3.173 Wigner 1.025
     trough e=1.210 signal 0.871 Wigner 1.556
 n=1 peak e=1.585 signal 2.968 Wigner 1.780
     trough e=2.175 signal 1.468 Wigner 2.086
 n=2 peak e=2.620 signal 3.082 Wigner 2.289
     trough e=3.145 signal 1.959 Wigner 2.508
 n=3 peak e=3.585 signal 3.349 Wigner 2.678
     trough e=4.125 signal 2.386 Wigner 2.872
test: Green function, absolute error 9.5e-04
test: closed-orbit sum, absolute error 1.3e-03
test: separable potential, relative error 8.7e-03
test: crossed fields, relative error 7.6e-04
test: broadened peak, relative error 1.6e-11
\end{verbatim}
